# Muffin-Tin Orbitals with Laplace Tails and the Tail-Cancellation Condition

A crystal has one atom per primitive cell of volume $\Omega$, at the lattice vectors $\mathbf R$. Inside a sphere of radius $s$ about each site the potential $V(r)$ is spherical; between the spheres it is flat and taken as the zero of energy. Rydberg atomic units are used ($\hbar=2m=1$, lengths in bohr, energies in Ry).

At energy $E$ the wave function between the spheres obeys $(\nabla^2+\kappa^2)\Psi=0$ with $\kappa^2=E$. We set $\kappa=0$ there, so that Laplace's equation holds, but keep the true $E$ inside the spheres. Part (e) examines what this costs. $Y_L$, with $L=(l,m)$, are real orthonormal spherical harmonics, and $\phi_l(E,r)$ is the regular radial solution in the sphere. Its logarithmic derivative at the surface is $D_l(E)=s\phi_l'(s)/\phi_l(s)$.

## (a) Matching at the sphere

**Continue $\phi_l$ outside $s$ as a solution of Laplace's equation. What measures the ratio of its growing and decaying parts?**

The radial solutions of Laplace's equation are $r^l$ and $r^{-l-1}$. Write

$$\frac{\phi_l(r)}{\phi_l(s)}\to a\left(\frac rs\right)^l+b\left(\frac sr\right)^{l+1}.$$

Continuity of value and slope at $r=s$ requires

$$a+b=1,\qquad la-(l+1)b=D_l .$$

Adding $(l+1)$ times the first equation to the second gives $(2l+1)a=D_l+l+1$. Subtracting the second from $l$ times the first gives $(2l+1)b=l-D_l$. We define the potential function

$$P_l(E)\equiv-2(2l+1)\frac ab=2(2l+1)\frac{D_l+l+1}{D_l-l}.$$

At $P_l=0$ the continuation purely decays. At a pole, $D_l=l$, it purely grows. A node at the surface, $D_l=\pm\infty$, gives the finite value $2(2l+1)$.

## (b) The orbital

**Construct a function that is regular at its own site, continuous with its slope at $s$, and equal to $(s/r)^{l+1}Y_L$ outside.**

By part (a), $\phi_l/\phi_l(s)$ agrees at $s$, in value and slope, with $a(r/s)^l+b(s/r)^{l+1}$. Solving for the decaying term shows that $\phi_l/[b\phi_l(s)]-(a/b)(r/s)^l$ joins smoothly to $(s/r)^{l+1}$. Since $-a/b=P_l/[2(2l+1)]$,

$$\chi_L(E,\mathbf r)=Y_L(\hat{\mathbf r})\begin{cases}N_l\phi_l(E,r)+\dfrac{P_l(E)}{2(2l+1)}\left(\dfrac rs\right)^l,&r<s\\[2mm]\left(\dfrac sr\right)^{l+1},&r>s\end{cases}$$

with $N_l=1/[b\phi_l(s)]=(2l+1)/[(l-D_l)\phi_l(s)]$.

This is the energy-dependent muffin-tin orbital. The term in $(r/s)^l$ is the price of a decaying tail: it does not solve the Schrödinger equation in the sphere. In a crystal, the tails of other orbitals can remove it.

## (c) A tail seen from another site

**Expand the tail of an orbital at $\mathbf R\neq0$ about the origin, for $r<R$.**

Let $J_L(\mathbf r)=r^lY_L$ and $K_L(\mathbf r)=r^{-l-1}Y_L$. $J_L$ is a homogeneous polynomial, so $J_L(\nabla)$ is defined by replacing coordinates with derivatives. For any function $f(r)$,

$$J_L(\nabla)f=J_L(\mathbf r)\left(\frac1r\frac{d}{dr}\right)^lf. \tag{1}$$

To see this, put $u=r^2/2$, so that $\partial_if=x_i\,df/du$. Further derivatives either act on $f$, adding another $x_j\,d/du$, or act on an earlier factor, giving $\partial_jx_i=\delta_{ij}$. The latter terms contain a trace of the coefficients of $J_L$, which vanishes because $\nabla^2J_L=0$. With $f=1/r$, the successive $u$-derivatives are $-r^{-3},\,3r^{-5},\dots$, so

$$J_L(\nabla)\frac1r=(-1)^l(2l-1)!!\,K_L(\mathbf r),\qquad(-1)!!=1. \tag{2}$$

Now apply $J_L(\nabla_{\mathbf R})$ to the multipole expansion

$$\frac1{|\mathbf r-\mathbf R|}=\sum_{L'}\frac{4\pi}{2l'+1}J_{L'}(\mathbf r)K_{L'}(\mathbf R).$$

On the left, (2) gives $(-1)^l(2l-1)!!K_L(\mathbf R-\mathbf r)$, which equals $(2l-1)!!K_L(\mathbf r-\mathbf R)$ by parity. On the right, use (2) to write $K_{L'}(\mathbf R)=(-1)^{l'}J_{L'}(\nabla)R^{-1}/(2l'-1)!!$. The product of polynomials is

$$J_LJ_{L'}=\sum_{L''}G_{LL'L''}\,r^{l+l'-l''}J_{L''},\qquad G_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega_{\hat r}.$$

By parity $l+l'-l''$ is even, so each term with $l''<l+l'$ contains $\nabla^2$, which annihilates $1/R$ for $R\ne0$. With $l''=l+l'$ and (2) once more, the signs combine to $(-1)^{l'}(-1)^{l+l'}=(-1)^l$:

$$J_L(\nabla)K_{L'}(\mathbf R)=(-1)^l\frac{(2l''-1)!!}{(2l'-1)!!}\sum_{m''}G_{LL'L''}K_{L''}(\mathbf R).$$

Divide by $(2l-1)!!$, multiply by $s^{l+1}$, and write $J_{L'}(\mathbf r)=s^{l'}(r/s)^{l'}Y_{L'}$. The tail becomes

$$\left(\frac s{|\mathbf r-\mathbf R|}\right)^{l+1}Y_L(\widehat{\mathbf r-\mathbf R})=-\sum_{L'}\frac{(r/s)^{l'}Y_{L'}(\hat{\mathbf r})}{2(2l'+1)}S_{L'L}(\mathbf R), \tag{3}$$

$$S_{L'L}(\mathbf R)=-\frac{8\pi(-1)^l(2l''-1)!!}{(2l-1)!!(2l'-1)!!}\sum_{m''}G_{LL'L''}\left(\frac sR\right)^{l''+1}Y_{L''}(\hat{\mathbf R}).$$

As a check, $l=l'=0$ gives $S_{ss}=-2s/R$. Then (3) gives $(s/R)Y_{00}$, the value of an $s$ tail at the origin.

## (d) The Bloch sum

**Form the structure matrix of the lattice. Is it Hermitian, and how does its $s$ element behave at small $k$?**

Define $S(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R)$. Exchanging $L$ and $L'$ changes $(-1)^l$ to $(-1)^{l'}$, and reversing $\mathbf R$ gives $(-1)^{l+l'}$. Hence $S_{LL'}(-\mathbf R)=S_{L'L}(\mathbf R)$. The elements are real, so replacing $\mathbf R$ by $-\mathbf R$ in the sum yields $S_{L'L}(\mathbf k)=S_{LL'}(\mathbf k)^*$.

The terms fall as $R^{-l-l'-1}$, so absolute convergence in three dimensions requires $l+l'>2$. Otherwise the sum is defined with a factor $e^{-\epsilon R^2}$ and $\epsilon\to0$, for $\mathbf k$ not a reciprocal vector. To evaluate it, write

$$K_L(\mathbf R)=\frac{J_L(\mathbf R)}{\Gamma(l+\frac12)}\int_0^\infty t^{l-1/2}e^{-tR^2}dt$$

and split the integral at $t=\eta^2$. The upper part converges fast in $\mathbf R$. For the lower part, add the term $\mathbf R=0$ and use Poisson summation. Since $J_L(\mathbf r)e^{i\mathbf q\cdot\mathbf r}=J_L(-i\nabla_{\mathbf q})e^{i\mathbf q\cdot\mathbf r}$, rule (1) gives

$$\int J_L(\mathbf r)e^{-tr^2+i\mathbf q\cdot\mathbf r}d^3r=\left(\frac\pi t\right)^{3/2}\left(\frac{i}{2t}\right)^lJ_L(\mathbf q)e^{-q^2/4t}.$$

The remaining integral is $\int_0^{\eta^2}t^{-2}e^{-q^2/4t}dt=(4/q^2)e^{-q^2/4\eta^2}$. With $\mathbf q=\mathbf k+\mathbf G$ and $Q$ the normalized upper incomplete gamma function,

$$\begin{aligned}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}K_L(\mathbf R)={}&\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}K_L(\mathbf R)\,Q(l+\tfrac12,\eta^2R^2)-\delta_{l0}\frac{2\eta}{\sqrt\pi}Y_{00}\\&+\frac{4\pi^{3/2}(i/2)^l}{\Omega\,\Gamma(l+\frac12)}\sum_{\mathbf G}\frac{J_L(\mathbf q)}{q^2}e^{-q^2/4\eta^2}.\end{aligned}$$

The subtraction removes the added term at $\mathbf R=0$, which is nonzero for $l=0$ and vanishes for $l>0$.

For $l=0$ and small $k$, the term $\mathbf G=0$ makes $\sum e^{i\mathbf k\cdot\mathbf R}/R\to4\pi/(\Omega k^2)$. Thus $S_{ss}\to-8\pi s/(\Omega k^2)$. If $s$ is chosen so that $4\pi s^3/3=\Omega$, this is $-6/(ks)^2$.

## (e) The condition for a Bloch state

**Superpose the orbitals into a Bloch function and find when it solves the Schrödinger equation. When is the answer exact?**

Take $\Psi=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\sum_Lc_L\chi_L(E,\mathbf r-\mathbf R)$. In the central sphere, its own heads and the expanded tails (3) add to

$$\Psi=\sum_Lc_LN_l\phi_lY_L+\sum_{L'}\frac{(r/s)^{l'}Y_{L'}}{2(2l'+1)}\Big[P_{l'}c_{L'}-\sum_LS_{L'L}(\mathbf k)c_L\Big].$$

The first sum solves the Schrödinger equation. The second is harmonic, so $-\nabla^2+V-E$ multiplies it by $V(r)-E$. Unless $V(r)=E$ throughout the sphere, each bracket must vanish. The tails arriving from all other sites then cancel the unwanted part of the head:

$$\sum_L\left[P_{l'}(E)\delta_{L'L}-S_{L'L}(\mathbf k)\right]c_L=0,\qquad\boxed{\det[P(E)-S(\mathbf k)]=0.}$$

The potential enters through $P$, and the lattice through $S$. At a pole of $P_l$ put $c_L=(D_l-l)d_L$, which keeps $c_LN_l$ finite. The determinant is then that of $2(2l'+1)(D_{l'}+l'+1)\delta_{L'L}-S_{L'L}(D_l-l)$. This form also covers the excepted case $V=E$, where $D_l=l$.

*Exact case.* Let the spheres not overlap and let $E=0$. Then Laplace's equation is the correct one between them, and a solution of the condition gives a true Bloch state. Conversely, let $\Psi$ be a true state with $\mathbf k$ not a reciprocal vector. Around each sphere it contains terms $\beta_L(s/r)^{l+1}Y_L$. Subtract the Bloch sum of tails with coefficients $\beta_L$. The remainder has no decaying parts, so it continues harmonically through every sphere. Its Fourier components $f_{\mathbf G}$ obey $|\mathbf k+\mathbf G|^2f_{\mathbf G}=0$, so it vanishes. Every such state therefore has the assumed form, provided all $l$ are kept.

*Atomic-sphere approximation (ASA).* At $E\neq0$, $\kappa=0$ is wrong between the spheres. The ASA expands the spheres until $4\pi s^3/3=\Omega$, making the volume of the gaps equal to that of the overlaps, and neglects both. The condition is then approximate.

## (f) Canonical bands

**How does $P_l$ depend on energy, and what bands follow if different $l$ are decoupled?**

Let $u=r\phi_l$, so $-u''+[V+l(l+1)/r^2]u=Eu$. Differentiate with respect to $E$ (dot), multiply by $u$, and subtract $\dot u$ times the original equation. This gives $\dot uu''-u\dot u''=u^2$. The left side is the $r$-derivative of $\dot uu'-u\dot u'=-u^2\,\partial_E(u'/u)$, which vanishes at $r=0$. At $s$, $u'/u=(D_l+1)/s$. Therefore

$$\frac{dD_l}{dE}=-\frac{\int_0^s\phi_l^2r^2dr}{s\,\phi_l(s)^2}.$$

Also $dP_l/dD_l=2(2l+1)[(D_l-l)-(D_l+l+1)]/(D_l-l)^2=-2(2l+1)^2/(D_l-l)^2$. The product is

$$\frac{dP_l}{dE}=\frac{2(2l+1)^2\int_0^s\phi_l^2r^2dr}{s\,\phi_l(s)^2(D_l-l)^2}>0,$$

so $P_l$ rises between its poles.

Neglect the blocks of $S$ with $l\neq l'$, that is, hybridization. If $S_{li}(\mathbf k)$ are the eigenvalues of block $l$, the bands follow from

$$P_l(E)=S_{li}(\mathbf k).$$

$S$ depends on the ratios $s/R$, which the ASA fixes. The canonical bands $S_{li}$ therefore depend on the shape of the lattice (its type and, if it is not cubic, its axial ratios and angles) and on $\mathbf k$ in units of the reciprocal lattice, not on its scale or potential.

For $l>0$ they sum to zero at each $\mathbf k$. The trace involves $\sum_mG_{LLL''}$, and $\sum_mY_L^2=(2l+1)/4\pi$ is constant, so its integral with $Y_{L''}$, $l''=2l>0$, vanishes. The band centre $C_l$ is defined by $P_l=0$, or $D_l=-l-1$. To first order in $S_{li}$, $E\approx C_l+S_{li}/P_l'(C_l)$.

For the unhybridized $s$ band, $S_{ss}\to-\infty$ as $k\to0$, so its bottom lies at $D_s=0$. With $V=0$ and $E=q^2$, the expansion $\phi_s\propto1-(qr)^2/6$ gives $D_s\approx-(qs)^2/3$ and $P_s\approx-6/(qs)^2$. Equating this to $-6/(ks)^2$ gives $q=k$, the free-electron band to leading order.

## (g) Two numerical cases

**Compare the determinant with plane waves, first where it is exact for complete $l$, then for a model crystal in the ASA.**

Both cases use an fcc lattice with cubic constant $a$ and the point $\mathbf k=(2\pi/a)(0.3,0.2,0.1)$.

*Zero energy.* Square wells of depth $V_0$ fill non-overlapping spheres of radius $s=0.30a$. At $E=0$ the equation is $-\nabla^2\Psi=V_0\Theta\Psi$, where $\Theta$ is 1 in the spheres and 0 outside. It is a plane-wave eigenproblem for the depths that place a Bloch state at zero energy. In the determinant, $\phi_l=j_l(\sqrt{V_0}\,r)$. The four smallest values of $V_0s^2$ are:

- plane waves: 1.061, 11.169, 12.668, 13.136;
- determinant, $l\le2$: 1.061, 11.201, 12.706, 13.159;
- determinant, $l\le4$: 1.061, 11.169, 12.669, 13.138.

The largest difference relative to the plane-wave values falls from $3.0\times10^{-3}$ to $1.7\times10^{-4}$. Both methods are truncated. The plane-wave values for the three deeper wells are themselves too large by about $1.5\times10^{-4}$: the converged values are 11.167, 12.666 and 13.134, and against these the $l\le4$ determinant errs by at most $3\times10^{-4}$.

*ASA.* Choose $s=2.8$ bohr, with $V=-10$ Ry for $r<1.4$ bohr and zero elsewhere. The fcc cell has $\Omega=a^3/4$, so $a=(16\pi/3)^{1/3}s=7.165$ bohr. The ratio of $s$ to the neighbour distance is 0.553. The spheres overlap, but (3) still converges inside them.

At $E=0.10,\,0.15,\,0.20,\,0.25$ Ry, $P_d=-7.897,\,-3.199,\,1.065,\,5.028$. The zero is at $C_d=0.187$ Ry, with slope $P_d'=83.5$ Ry$^{-1}$. At $\Gamma$ the canonical values are $-2.744$ (three times) and $4.116$ (twice), and $3(-2.744)+2(4.116)=0$. The linear estimates are

$$0.187-\frac{2.744}{83.5}=0.154\ \text{Ry},\qquad0.187+\frac{4.116}{83.5}=0.236\ \text{Ry},$$

while solving $P_d(E)=S$ gives 0.155 and 0.238 Ry.

At X the lowest canonical value is $-16.40$. The linear estimate is $-0.009$ Ry, but the solution is $0.023$ Ry. The tabulated $P_d$ rises by 4.70, 4.26 and 3.96 in successive steps, so in this range it bends below its tangent at $C_d$, and a given $S$ is reached at a higher energy. The steepening continues below the table: from $P_d=-16.40$ at 0.023 Ry to $-7.90$ at 0.10 Ry the mean slope is $8.50/0.077\approx110$ Ry$^{-1}$, against $4.70/0.05=94$ Ry$^{-1}$ in the first tabulated step. The unhybridized $d$ levels at X span $0.329-0.023=0.306$ Ry, or 4.17 eV.

At the general $\mathbf k$, the five canonical $d$ levels are 0.124, 0.172, 0.182, 0.214 and 0.251 Ry. The full determinant with $l\le3$ gives six levels in this region, since it also contains the $s$ band. They can be compared with plane-wave bands of the same potential over all space, without atomic spheres:

- determinant: 0.113, 0.163, 0.181, 0.194, 0.238, 0.278 Ry;
- plane waves: 0.113, 0.162, 0.180, 0.192, 0.236, 0.277 Ry.

The largest difference is 0.002 Ry. The plane-wave values are extrapolated from two cutoffs $g$. The step in the potential gives Fourier components falling as $G^{-2}$, hence wave-function components as $G^{-4}$. The missing energy then scales as $\int_g^\infty G^2\,G^2\,G^{-8}dG\propto g^{-3}$, apart from oscillations. The extrapolation moves the levels by up to 0.011 Ry from the larger cutoff, and because of the oscillations it overshoots. The converged levels are 0.114, 0.164, 0.182, 0.194, 0.238 and 0.279 Ry, 0.001 to 0.002 Ry above the extrapolated ones, so the remainder of the extrapolation is as large as the difference quoted. Against the converged levels the determinant with $l\le3$ errs by at most 0.0012 Ry. This is partly a cancellation between the error of the ASA and that of the $l$ cutoff. Raising the cutoff to $l\le6$ lowers every level, by 0.0005 to 0.0017 Ry, so that all six lie below the converged levels and the largest error grows to 0.0026 Ry. That larger figure is the error of the ASA itself, and in the ASA more partial waves need not bring a better answer. This describes this potential at this $\mathbf k$, at energies below 0.3 Ry. The numerical check also tests the tail expansion, the lattice sums and the energy derivative of $P_l$.

## Values computed for the example and the checks

```
tail expansion, largest error: 4.0e-15
pp bond eigenvalues at s=d: -6.0 -6.0 12.0
dd bond eigenvalues at s=d: -60.0 -10.0 -10.0 40.0 40.0
dd Ewald minus direct sum, largest: 1.0e-04
S_ss*(ks)^2 at small k: -5.9978
general k in 2pi/a: 0.3 0.2 0.1
EXACT CASE E=0, square wells, fcc
sphere radius / a: 0.30
number of plane waves: 1994
critical V0*s^2, plane waves: 1.0608 11.1688 12.6681 13.1359
critical V0*s^2, determinant lmax=2: 1.0608 11.2011 12.7058 13.1593
  largest relative difference: 3.0e-03
critical V0*s^2, determinant lmax=3: 1.0608 11.1785 12.6805 13.1493
  largest relative difference: 1.0e-03
critical V0*s^2, determinant lmax=4: 1.0608 11.1687 12.6689 13.1381
  largest relative difference: 1.7e-04
MODEL CRYSTAL, fcc, ASA
ASA radius s (bohr): 2.80
well radius (bohr): 1.40
well depth (Ry): 10.00
lattice constant a (bohr): 7.1649
s / nearest-neighbour distance: 0.5527
P_d at E = 0.10, 0.15, 0.20, 0.25 Ry: -7.897 -3.199 1.065 5.028
d centre C (Ry): 0.1871
D_d at C: -3.0000
dP_d/dE at C (1/Ry): 83.51
Gamma: canonical S_d: -2.744 -2.744 -2.744 4.116 4.116
Gamma: canonical d energies (Ry): 0.1551 0.1551 0.1551 0.2382 0.2382
Gamma: linear estimate C+S/P' (Ry): 0.1543 0.1543 0.1543 0.2364 0.2364
X: canonical S_d: -16.404 -14.595 9.127 10.936 10.936
X: canonical d energies (Ry): 0.0229 0.0379 0.3045 0.3292 0.3292
X: linear estimate C+S/P' (Ry): -0.0093 0.0123 0.2964 0.3181 0.3181
general k: canonical S_d: -5.629 -1.264 -0.458 2.218 5.132
general k: canonical d energies (Ry): 0.1235 0.1722 0.1817 0.2142 0.2514
general k: linear estimate C+S/P' (Ry): 0.1197 0.1720 0.1816 0.2137 0.2486
d span at X (Ry): 0.3063
d span at X (eV): 4.17
general k, full determinant lmax=3 (Ry): 0.1125 0.1625 0.1807 0.1943 0.2377 0.2779
general k, plane waves extrapolated (Ry): 0.1126 0.1622 0.1797 0.1922 0.2364 0.2772
extrapolation shift, largest (Ry): 0.0105
ASA minus plane waves, largest (Ry): 0.0021
```
